Coherent-potential approximation for random exchange fields on a semi-elliptic band

**Problem**

An electron hops on a large lattice. Without magnetic fields, its density of states per site and spin is the semi-ellipse

n(x) = (2/πD²) √(D² − x²), |x| ≤ D,

where D is the half-bandwidth. Each site also carries a static exchange field along a fixed axis. For an electron of given spin the field shifts the site level by +h or −h, independently from site to site and with probability 1/2 each. The field energy h is therefore half the local exchange splitting 2h.

(a) Find the equation for the averaged site Green function G(z) in the coherent-potential approximation (CPA).
(b) Find the density of states and the self-energy at the band centre.
(c) For which h does a gap open there, and how wide is it?
(d) Evaluate the results for D = 2 eV and h = 0.3 eV, a rough d-band half-width of fcc nickel and half its calculated ferromagnetic exchange splitting, and then for h = 1.4 eV in the same band.

**Hints**

1. Put a self-energy Σ(z) on every site. Replace it on one site by the true field, and require that the average over the two fields leaves G unchanged.

2. Show first that the Hilbert transform F of the semi-ellipse obeys a quadratic equation. The substitution x = D cos θ helps.

3. Work with ζ = 1/G + Σ instead of G. The energy z is then a simple function of ζ, and one can draw its graph.

4. At a real energy, ask how many roots ζ are real. A gap needs all of them to be real.

**Solution**

*The clean band.* Let F(w) = ∫ n(x)/(w − x) dx. With x = D cos θ,

F(w) = (2/π) ∫₀^π sin²θ/(w − D cos θ) dθ.

Write w = (D/2)(q + 1/q) with |q| < 1, so that

1/(w − D cos θ) = (2q/D)/(1 − 2q cos θ + q²).

Subtracting the geometric series for e^(−iθ)/(1 − q e^(−iθ)) from that for e^(iθ)/(1 − q e^(iθ)), and dividing by 2i, gives

sin θ/(1 − 2q cos θ + q²) = sin θ + q sin 2θ + q² sin 3θ + …

Multiply by sin θ and integrate from 0 to π. Only the first term survives, and it gives π/2. Hence F = (2/π)(2q/D)(π/2) = 2q/D. Putting q = DF/2 back into w, and writing s = D²/4,

w = 1/F + sF. (1)

*The CPA condition.* In the effective medium every site has the self-energy Σ, so G = F(z − Σ). Now give one site its true field. Relative to the medium it has the extra potential v = ±h − Σ. Summing repeated scattering from it gives

G + GvG + GvGvG + … = G/(1 − vG) = 1/(1/G − v).

The average must equal G. Since 1/G − v = 1/G + Σ ∓ h = ζ ∓ h,

G = ½[1/(ζ − h) + 1/(ζ + h)] = ζ/(ζ² − h²). (2)

The self-energy follows from the definition of ζ:

Σ = ζ − 1/G = ζ − (ζ² − h²)/ζ = h²/ζ. (3)

Equation (1) with w = z − Σ and F = G reads z − Σ = 1/G + sG. Therefore ζ = 1/G + Σ = z − sG, and with (2)

z = ζ + sζ/(ζ² − h²). (4)

Multiplying by ζ² − h² and collecting powers gives the answer to (a):

ζ³ − zζ² + (s − h²)ζ + zh² = 0, G = (z − ζ)/s. (5)

Physically, ±h is the level of the site, and sG is the effect of hopping out to the averaged surroundings and back.

*Which root?* Take Im z > 0. A Green function has Im G < 0, so the physical root has Im ζ = Im z − s Im G > 0. There is just one such root, for the following reason. No root can be real, because the right side of (4) would then be real; nor is ζ = ±h a root of (5). Roots move continuously with z, so the number in the upper half-plane cannot change. For large z, one root is ζ ≈ z. The other two lie near ±h: there (4) becomes z ≈ (s/2)/(ζ ∓ h), so ζ ≈ ±h + s/(2z), which has a negative imaginary part. The number is one.

Now let z approach a real energy E. The cubic has real coefficients, so it has either three real roots or one real root and a complex pair. With a pair, the physical root is the member in the upper half-plane. With three real roots, Im ζ = 0. In both cases

ρ(E) = −Im G/π = Im ζ/(πs). (6)

*Band centre.* At z = 0, equation (5) is ζ[ζ² + s − h²] = 0. If h² < s, the physical root is ζ = i√(s − h²), and (6) and (3) give

ρ(0) = √(s − h²)/(πs), Σ(0) = −ih²/√(s − h²). (7)

The sign of Σ(0) is that of decay. For weak fields |Im Σ(0)| ≈ h²/√s = πh²n(0), since n(0) = 2/(πD) = 1/(π√s). This agrees with the golden rule, whose decay rate 2πh²n(0)/ħ equals 2|Im Σ(0)|/ħ. As h² approaches s, ρ(0) goes to zero and the scattering diverges. If h² > s, all roots at z = 0 are real and ρ(0) = 0. This answers (b), but a zero at one energy is not yet a gap.

*The gap.* Consider z(ζ) from (4) for real ζ between −h and h. It tends to +∞ at the left end and to −∞ at the right end. Its slope is

dz/dζ = 1 − s(ζ² + h²)/(ζ² − h²)². (8)

The subtracted term grows with ζ², so the slope is largest at ζ = 0, where it equals 1 − s/h². Roots outside this interval do not matter near zero energy: for ζ > h both terms of (4) are positive, so z > h, and by symmetry z < −h for ζ < −h.

If h² < s, the slope is negative throughout. The curve falls steadily and meets each energy once. For |E| < h there is thus one real root and a complex pair, so ρ > 0 and there is no gap. If h² = s, the slope vanishes at ζ = 0 alone. The density is then zero at E = 0 but positive at neighbouring energies.

If h² > s, the curve first falls, then rises through the origin, then falls again. Every energy between its local minimum and local maximum is met three times, so ρ = 0 over a finite interval. Within the CPA and for equal probabilities, the gap at the centre opens if and only if

h > √s = D/2. (9)

In terms of the full splitting, the condition is 2h > D.

*Edges.* The gap ends where the slope (8) vanishes. With u = ζ²,

(u − h²)² = s(u + h²), or u² − (2h² + s)u + h²(h² − s) = 0.

The discriminant is (2h² + s)² − 4h²(h² − s) = s² + 8sh², hence

u± = h² + s/2 ± ½√(s² + 8sh²), E± = √u± |1 + s/(u± − h²)|. (10)

The product of the two roots is h²(h² − s), so u₋ is positive just when h² > s, in agreement with (9). The gap runs from −E₋ to E₋, and the spectrum ends at ±E₊.

*Near threshold.* For small ζ, expand (4) through third order:

z ≈ [(h² − s)/h²] ζ − (s/h⁴) ζ³. (11)

At h² = s this is z = −ζ³/h². For E > 0 the upper root is ζ = (h²E)^(1/3) e^(iπ/3), and E < 0 gives the same imaginary part. Therefore

ρ(E) ≈ (√3/2)(h²|E|)^(1/3)/(πs).

Just above threshold, (11) has its maximum at ζ² = (h² − s)h²/(3s). There the cubic term removes one third of the linear term. With s ≈ h² in the prefactor,

E₋ ≈ 2(h² − s)^(3/2)/(3√3 h²).

The gap therefore opens slowly, with the power 3/2. Inside it, the physical root lies on the rising part of the curve, because a small positive Im z must give a positive Im ζ. Near zero energy (11) then gives ζ ≈ zh²/(h² − s), so Σ = h²/ζ ≈ (h² − s)/z. The self-energy has a pole in the gap, and the weight of this pole vanishes at threshold.

*Strong fields.* For h ≫ D, set ζ = h + y with |y| ≪ h. To leading order (4) becomes z ≈ h + y + s/(2y). The edges lie at y = ±√(s/2), so the upper sub-band is centred at h and has half-width 2√(s/2) = D/√2. It is narrower than the clean band because only half the sites have that level. The full gap tends to 2h − √2 D. This form cannot be carried down to the threshold, where y is not small.

*Numbers.* With D = 2 eV, s = 1 eV² and the threshold is 1 eV. The band is held fixed while h changes:

h = 0.30 eV: ρ(0) = 0.304 /eV, no gap
h = 0.90 eV: ρ(0) = 0.139 /eV, no gap
h = 1.00 eV: ρ(0) = 0, no gap
h = 1.10 eV: ρ(0) = 0, full gap 0.065 eV
h = 1.40 eV: ρ(0) = 0, full gap 0.45 eV

For h = 0.3 eV, √(s − h²) = √0.91 = 0.954 eV. The central density is 4.6 % below the clean value of 0.318 /eV. The self-energy is −i × 0.09/0.954 = −0.094i eV. If Σ is held at this value, the probability of staying in a state of fixed wave vector decays with the lifetime ħ/(2 × 0.094 eV) ≈ 3.5 fs. The energy dependence of Σ shortens this slightly. For the state at the band centre the pole condition is z = h²/ζ, which together with (4) is solved by ζ = 0.9i eV and z = −0.1i eV, so the lifetime is ħ/(0.2 eV) ≈ 3.3 fs.

For h = 1.4 eV, h² = 1.96 eV² and √(1 + 8 × 1.96) = 4.084 eV². Thus u₋ = 1.96 + 0.5 − 2.042 = 0.418 eV² and √u₋ = 0.6465 eV. The inner edge is

E₋ = 0.6465 × |1 − 1/1.542| = 0.227 eV,

and the gap is twice this.

*A check by diagonalization.* Suppose each of N sites is joined to all the others by independent random hoppings of variance s/N. Eliminating the other sites gives a chosen site the inverse Green function z ∓ h − Σⱼ|Tⱼ|²Gⱼ, apart from cross terms that average out. For large N the sum tends to sG, which is the CPA equation again. Matrices of this kind with N = 1400 and fields ±h on the diagonal were diagonalized for h = 0.3, 0.9 and 1.4 eV. Their integrated densities of states differ from that of (5) by at most 0.0022 states per site. At h = 1.4 eV the level nearest zero lies at 0.217 eV, slightly inside the predicted edge; it is one of 1400.

*Nickel and real devices.* Above the Curie temperature, roughly 630 K for nickel, there is no preferred field direction. Moments then point all ways, not just up and down, but the average is the same: since (n·σ)² = 1,

(ζ − h n·σ)⁻¹ = (ζ + h n·σ)/(ζ² − h²),

and the term in n averages to zero. At the rough nickel value h = 0.3 eV the model stays metallic, with a field more than three times too small for a gap in the semi-ellipse. The factor depends on the band shape: the fcc band of Variation 2, of the same total width, is already gapped at less than three times this field. Even this value is generous. It is half the calculated splitting of the ferromagnet, and photoemission finds a splitting about half as large. A disordered field of this size also need not sustain itself. For five copies of this band filled to 94 %, an ordered splitting of 0.6 eV goes with a moment of 0.55 μB per site, but random fields ±0.3 eV give a local moment only about half as large. If the field is kept proportional to the moment with the ratio of the ordered case, the random field and its local moment shrink towards zero on iteration, while the ordered splitting stays at 0.6 eV. The case h = 1.4 eV is far from nickel. The model also replaces five d bands by one symmetric band, omits the sp band, fixes the size of the moments, and ignores correlation between neighbouring fields. Nickel's Fermi level lies near the top of the d band and not at its centre, so the numbers at E = 0 are not predictions for its conduction. The missing sp band can partly fill a gap. Let it give each site level an assumed half-width of 0.1 eV, which replaces z by z + 0.1i eV. At h = 1.4 eV the central d density then rises from zero to 0.032 /eV, a tenth of the clean value. This counts the d part only. The states of the sp band come on top, about 0.08 /eV near the middle of a semi-ellipse of half-width 8 eV, so with an sp band the total density has no gap. Heat does much less: at 700 K, with the band half full and the fields fixed, the gap is 7.5 kT and about 9 × 10⁻⁵ electrons per site and spin are excited across it. The density averaged over the thermal window at the Fermi level is then 0.003 /eV, a tenth of the broadened value. A magnetic memory layer works below its Curie temperature, where up and down fields are not equally likely. The first variation treats that case for fields that stay along one axis.

**Variation 1: partial magnetic order**

*Let the field be +h with probability c and −h with probability 1 − c. When does the band of one spin split?*

Equation (4) becomes

z = ζ + s[c/(ζ − h) + (1 − c)/(ζ + h)].

The argument from the graph still holds: a gap between the sub-bands requires a rising part between −h and h. Put a = h − ζ and b = h + ζ, so that a + b = 2h. The slope is 1 − s[c/a² + (1 − c)/b²]. The bracket is smallest where c/a³ = (1 − c)/b³. With p = c^(1/3) and r = (1 − c)^(1/3), this means a = 2hp/(p + r) and b = 2hr/(p + r). The minimum is

p³/a² + r³/b² = (p + r)²(p + r)/(4h²) = (p + r)³/(4h²).

The slope can be positive if h² > s(p + r)³/4, that is

h > (D/4)[c^(1/3) + (1 − c)^(1/3)]^(3/2).

For c = 1/2 the bracket is 2^(2/3), its power 3/2 is 2, and D/2 returns. For c = 0.7, an order of 2c − 1 = 0.4, the threshold is 0.972 eV in the 2 eV band, slightly lower than before.

A lower threshold does not mean a more robust gap. The other spin sees the opposite fields, so its gap is the mirror image. At h = 1.4 eV one spin has its gap from −0.62 to −0.12 eV and the other from 0.12 to 0.62 eV. They do not overlap. With D and h held fixed, this partial order of up and down fields removes the whole common gap of 0.45 eV. The result depends on the fields being collinear. With partial order, tilted fields mix the two spins and the equivalence with up and down fields no longer holds. For directions weighted by e^(x cos θ) with the same mean cos θ = 0.4, the CPA keeps a common gap from about −0.13 to 0.13 eV.

**Variation 2: a regular lattice beyond the CPA**

*Does the gap survive when the random fields are treated without averaging the surroundings?*

Write H = T + V, where the hopping T has energies between −D and D, and V is ±h on each site. For any normalized state ψ, ‖Vψ‖ = h and ‖Tψ‖ ≤ D, so

‖Hψ‖ ≥ h − D.

Applied to an eigenstate, this gives |E| ≥ h − D. A gap is guaranteed for h > D, twice the CPA threshold of the semi-ellipse. The CPA threshold depends on the band. For a band symmetric about its centre, the central gap opens with a pole of Σ at zero energy. There w is large and F ≈ 1/w + μ₂/w³, so the second moment μ₂ takes the place of s. For the simple cubic band μ₂ = D²/6 and the threshold is D/√6 = 0.82 eV. The rule can fail for an asymmetric band. Some asymmetric bands with zero third moment still obey it, but the fcc band, which has a third moment, opens its gap at a lower field. The nearest-neighbour fcc band running from −3 to 1 eV has √μ₂ = 0.87 eV, yet at h = 0.85 eV its CPA gap is already open, off centre, from about −0.075 to 0.000 eV. Small samples stay far from the bound: in a sample of 1000 sites of a simple cubic lattice with h = 2.4 eV, the level nearest zero was at 1.13 eV, while the bound is 0.4 eV. An infinite lattice does reach it, through rare aligned regions like those described next. The lowest standing wave in a cube of L sites per edge with all fields +h has mean energy h − D cos[π/(L + 1)], which is 0.42 eV at L = 20 and tends to h − D. Its energy spread, 0.04 eV at L = 20 and 0.014 eV at L = 40, shrinks as well, and some level lies within the spread of the mean.

For h < D, an infinite simple cubic lattice with random fields has no strict gap at zero. Somewhere it contains a cube of L sites per edge with all fields +h. Place in it a wave packet whose hopping energy is −h. With hopping −D/6 between neighbours, each of the three directions contributes −(D/3) cos k, so cos k = h/D. Let the envelope along each axis be sin[πn/(L + 1)]. To leading order in 1/L, each axis leaves a remainder (D/3) sin k times the slope of the envelope, and the norm of that slope is π/(L + 1) for a normalized envelope. The remainders of the three axes are orthogonal, so their squares add:

‖Hψ‖ ≈ (D/√3) sin k × π/(L + 1).

Because ‖Hψ‖² is an average of E² over the eigenstates in ψ, some level lies at least this close to zero. For h = 1.4 eV the full remainder is 0.124 eV at L = 20 and 0.063 eV at L = 40, and it vanishes as L grows. Such cubes are extraordinarily rare: the probability that a given one with L = 20 is aligned is about 10⁻²⁴⁰⁸.

Ordinary fluctuations among a few neighbours count for more. On random graphs with 12 neighbours per site, the same half-width and h = 1.4 eV, 0.8 % of the levels fell inside the CPA gap. The clean semi-ellipse has 14.4 % of its states in that window. Part of the 0.8 % comes from the shape of the band and not from fluctuations: with hopping D/(2√11) to 12 neighbours, the second moment of the clean band is 12s/11 instead of s, which narrows the gap even within the CPA. For the band of a tree with 12 neighbours, the CPA edge moves from 0.227 to 0.197 eV and 0.2 % of the states fall in the window, so fluctuations supply the larger part. For this coordination and field, the gap predicted for the semi-ellipse is a deep depletion of states and not a strictly empty interval. The main values are collected in the numerical output below.

Computed results

```
half-bandwidth D = 2.00 eV; s = D^2/4 = 1.00 eV^2
threshold field by bisection = 1.00000 eV
clean density at centre = 0.3183 /eV
field h (eV), density at centre (1/eV), full gap (eV), outer edge (eV):
  0.30  0.3036  0.0000  2.0819
  0.90  0.1387  0.0000  2.5125
  1.00  0.0000  0.0000  2.5981
  1.10  0.0000  0.0652  2.6856
  1.40  0.0000  0.4545  2.9565
nickel-like: h/D = 0.150
nickel-like: loss of central density = 4.61 %
nickel-like: Im Sigma(0) = -0.0943 eV
nickel-like: lifetime hbar/(2|Im Sigma|) = 3.49 fs
gapped case h = 1.40 eV: inner edge = 0.2272 eV
  self-energy pole weight, direct CPA = 0.9608 eV^2
  self-energy pole weight, h^2 - s = 0.9600 eV^2
largest direct-CPA minus cubic difference = 2.7e-15 (G in 1/eV, Sigma in eV)
random matrix size = 1400
  largest error in integrated density = 0.0022 states/site
  level nearest zero at h = 1.40 eV: 0.2173 eV
  fraction of levels inside CPA gap = 0.071 %
12-neighbour graph: fraction inside CPA gap = 0.83 %
clean band: fraction in same window = 14.44 %
temperature = 700 K; kT = 0.0603 eV
  full gap / kT = 7.53
  electrons above gap = 8.85e-05 per site and spin
reservoir level width = 0.10 eV: central density = 0.0318 /eV
partial order m = 0.40: channel threshold = 0.9717 eV
  one-spin gap at h = 1.40 eV: -0.618 to -0.119 eV
  other-spin gap: 0.119 to 0.618 eV
aligned cube, 20 sites per edge: level within 0.1238 eV of zero
aligned cube, 40 sites per edge: level within 0.0632 eV of zero
  log10 probability of a given 20-site cube being aligned = -2408
cubic lattice, h = 2.40 eV: level nearest zero = 1.1304 eV
  strict lower bound h - D = 0.4000 eV
```
